# Elliott's Formula and the Common Absorption Limit at the Band Edge: a program that tests the result

```python
"""Elliott absorption of a direct-gap solid, Hartree atomic units.

Result under test: Im eps(omega) = 8 pi^2 d^2 D(E), E = omega - gap, with
  D(E) = sum_n delta(E + R/n^2)/(pi a^3 n^3)            (bound pairs)
       + mass k/(2 pi^2) * x/(1-exp(-x)), x = 2 pi/(k a)  (continuum, E > 0)
mass: reduced pair mass, eps: screening constant, d: interband position
element, a = eps/mass: exciton radius, R = mass/(2 eps^2): exciton binding,
k = sqrt(2 mass E).  The strength per energy has the same limit
D0 = mass^2/(pi eps) on both sides of E = 0.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded

mass, eps, gap, dipole = 0.1, 10.0, 0.1, 5.0
a = eps / mass
R = mass / (2 * eps**2)
D0 = mass**2 / (np.pi * eps)
optical = 8 * np.pi**2 * dipole**2
hartree_mev = 1000 * const.physical_constants["Hartree energy in eV"][0]
bohr_cm = 100 * const.physical_constants["Bohr radius"][0]
light_speed = 1 / const.fine_structure


def sommerfeld(energy):
    x = 2 * np.pi / (np.sqrt(2 * mass * energy) * a)
    return x / (-np.expm1(-x))


def free_density(energy):
    return mass * np.sqrt(2 * mass * energy) / (2 * np.pi**2)


def density(energy):
    return free_density(energy) * sommerfeld(energy)


# --- Radial pair Hamiltonian on a grid, hard wall at the outer radius ---
h = 0.01 * a
# Converts a squared first grid component to |phi(0)|^2, including the
# linear term of the Coulomb cusp, u(h) = h u'(0) (1 - h/a + ...).
to_origin = 1 / (4 * np.pi * h**3 * (1 - h / a)**2)


def radial_hamiltonian(radius):
    r = h * np.arange(1, int(round(radius / h)))
    diagonal = 1 / (mass * h**2) - 1 / (eps * r)
    off = np.full(len(r) - 1, -1 / (2 * mass * h**2))
    return diagonal, off


diagonal, off = radial_hamiltonian(100 * a)
levels, vectors = eigh_tridiagonal(diagonal, off, select="v",
                                   select_range=(-1.1 * R, 4.3 * R))
origin = vectors[0]**2 * to_origin
n = np.arange(1, 6)
bound_formula = 1 / (np.pi * a**3 * n**3)
assert np.allclose(levels[:5], -R / n**2, rtol=1e-3, atol=0)
assert np.allclose(origin[:5], bound_formula, rtol=1e-3, atol=0)

# Continuum strength per energy from individual box states and spacings.
# The tolerance covers the finite level spacing of the box.
spacing = (levels[2:] - levels[:-2]) / 2
inner = levels[1:-1]
use = (inner > 0.25 * R) & (inner < 4 * R)
box_ratio = (origin[1:-1] / spacing)[use] / density(inner[use])
assert use.sum() > 20
assert np.max(np.abs(box_ratio - 1)) < 5e-3

# --- Momentum-space pair equation and pair sum for the lowest exciton ---
def shape(y):
    return 1 / (1 + y**2)**2


for q in (0.5, 1.5):
    def kernel(y):
        return y * np.log(abs((q + y) / (q - y))) * shape(y)
    integral = (quad(kernel, 0, 2 * q, points=[q], limit=300)[0]
                + quad(kernel, 2 * q, np.inf, limit=300)[0])
    kinetic = (q / a)**2 / (2 * mass)
    attraction = integral / (np.pi * eps * a * q * shape(q))
    assert abs((kinetic - attraction) / levels[0] - 1) < 1e-3
pair_sum = (8 * np.sqrt(np.pi) * a**1.5 / (2 * np.pi**2 * a**3)
            * quad(lambda y: y**2 * shape(y), 0, np.inf)[0])
assert abs(pair_sum**2 / origin[0] - 1) < 1e-3

# --- Optical prefactor: quantum line area against a classical oscillator ---
osc_freq, cell, damping = 1.0, 50.0, 1e-3
x = np.linspace(-8, 8, 1601)
dx = x[1] - x[0]
_, osc = eigh_tridiagonal(1 / dx**2 + 0.5 * osc_freq**2 * x**2,
                          np.full(len(x) - 1, -0.5 / dx**2),
                          select="i", select_range=(0, 1))
position = np.sum(osc[:, 0] * x * osc[:, 1])


def classical_absorption(w):
    return (4 * np.pi / cell / (osc_freq**2 - w**2 - 1j * damping * w)).imag


classical_area = (quad(classical_absorption, 0, 2, limit=500,
                       points=[0.99, 1.0, 1.01])[0]
                  + quad(classical_absorption, 2, np.inf)[0])
# Finite damping changes the area by a relative amount of order damping.
assert abs(4 * np.pi**2 * position**2 / cell / classical_area - 1) < 1e-3

# --- Norm identity for the decaying solution (a = 1, energy in R) ---
mp.mp.dps = 20
for level in (1, 3):
    kappa = mp.mpf(1) / level
    norm = mp.quad(lambda r: mp.whitw(level, 0.5, 2 * kappa * r)**2,
                   [mp.mpf("1e-12"), 5, 20, 50, 100])
    tiny, step = mp.mpf("1e-9"), mp.mpf("1e-4")
    slope = mp.whitw(level, 0.5, 2 * kappa * tiny) / tiny
    d_index = (mp.whitw(level + step, 0.5, tiny)
               - mp.whitw(level - step, 0.5, tiny)) / (2 * step)
    d_energy = d_index * mp.mpf(level)**3 / 2
    assert abs(-slope * d_energy / norm - 1) < 1e-5
value_at_origin = mp.whitw(1.7, 0.5, mp.mpf("1e-10"))
assert abs(value_at_origin * mp.gamma(1 - 1.7) - 1) < 1e-6

# --- Amplitude of the regular continuum solution at large distance ---
for q in (0.5, 1.0, 3.0):
    def regular(r):
        return mp.re(r * mp.exp(1j * q * r)
                     * mp.hyp1f1(1 - 1j / q, 2, -2j * q * r))
    far = mp.mpf(10000)
    local_k = mp.sqrt(q**2 + 2 / far)
    amplitude2 = (local_k * regular(far)**2
                  + mp.diff(regular, far)**2 / local_k) / q
    assert abs(1 / (amplitude2 * q**2) / sommerfeld(R * q**2) - 1) < 1e-5


# --- Whole broadened spectrum: formula against grid resolvent ---
def broadened_formula(energy, width):
    """Lorentzian-broadened D divided by D0."""
    def line(e):
        return width / np.pi / ((energy - e)**2 + width**2)
    m = np.arange(1, 200001, dtype=float)
    bound = np.sum(line(-R / m**2) / (np.pi * a**3 * m**3)) / D0

    def integrand(q):
        e = R * q**2
        return density(e) / D0 * line(e) * 2 * R * q
    marks = {0.03, 0.1, 0.3, 1.0}
    if energy > 0:
        marks.add(float(np.sqrt(energy / R)))
    cont = (quad(integrand, 0, 4, points=sorted(marks), limit=500)[0]
            + quad(integrand, 4, np.inf, limit=500)[0])
    return bound + cont


wide_diagonal, wide_off = radial_hamiltonian(300 * a)


def broadened_grid(energy, width):
    bands = np.zeros((3, len(wide_diagonal)), dtype=complex)
    bands[0, 1:] = wide_off
    bands[1] = wide_diagonal - energy - 1j * width
    bands[2, :-1] = wide_off
    source = np.zeros(len(wide_diagonal), dtype=complex)
    source[0] = 1
    return solve_banded((1, 1), bands, source)[0].imag / np.pi * to_origin / D0


width = 0.05 * R
spectrum = []
for e in (-1.0, -0.25, -0.05, 0.0, 0.05, 1.0):
    from_formula = broadened_formula(e * R, width)
    from_grid = broadened_grid(e * R, width)
    assert abs(from_formula / from_grid - 1) < 3e-3
    spectrum.append((e, from_formula, from_grid))

# --- Common limit at the edge ---
windows = []
for N in (10, 100):
    m = np.arange(N, 1000001, dtype=float)
    window = R / N**2
    strength = 1 / (np.pi * a**3 * m**3)
    with_level = strength.sum() / window / D0
    without_level = strength[1:].sum() / window / D0
    above = quad(lambda t: density(t * window) / D0, 0, 1)[0]
    assert abs(with_level - 1) < 1.2 / N
    assert abs(without_level - 1) < 1.2 / N
    assert abs(above - 1) < 1e-6
    windows.append((N, with_level, without_level, above))
edge_ratios = []
for g in (0.1, 0.01, 0.001):
    ratio = broadened_formula(0.0, g * R)
    assert abs(ratio - 1 + g / (12 * np.pi)) < 0.01 * g
    edge_ratios.append((g, ratio))

# --- Worked example ---
print(f"reduced mass = {mass} m_e, screening = {eps}")
print(f"gap = {gap} hartree, position element = {dipole} bohr")
print(f"exciton radius a = {a:.1f} bohr")
print(f"binding R = {R:.3e} hartree = {R*hartree_mev:.3f} meV")
print("n, level/R (grid), |phi(0)|^2 grid, formula (bohr^-3), area (hartree)")
for i in range(5):
    print(f"  {n[i]} {levels[i]/R:.5f} {origin[i]:.4e}"
          f" {bound_formula[i]:.4e} {optical*bound_formula[i]:.4e}")
print(f"n=1 line area = {optical*bound_formula[0]*hartree_mev:.2f} meV")
print(f"box states tested = {use.sum()}, largest relative"
      f" deviation = {np.max(np.abs(box_ratio-1)):.1e}")
print("E/R, Sommerfeld factor, Im eps free, Im eps with attraction")
for e in (0.01, 0.1, 1.0, 10.0, 100.0):
    print(f"  {e:g} {sommerfeld(e*R):.4f} {optical*free_density(e*R):.4f}"
          f" {optical*density(e*R):.4f}")
print(f"edge density D0 = {D0:.4e} hartree^-1 bohr^-3")
edge = optical * D0
alpha = gap * edge / (np.sqrt(eps) * light_speed)
print(f"Im eps at edge = {edge:.4f}")
print(f"edge absorption coefficient = {alpha:.3e} bohr^-1"
      f" = {alpha/bohr_cm:.3e} cm^-1")
print("N, window average/D0: below with N, below without N, above")
for N, w1, w2, w3 in windows:
    print(f"  {N} {w1:.5f} {w2:.5f} {w3:.5f}")
print("half-width/R, broadened edge value/D0")
for g, ratio in edge_ratios:
    print(f"  {g:g} {ratio:.7f}")
print(f"broadened Im eps, half-width = {width/R:.2f} R")
print("E/R, formula, grid resolvent")
for e, f1, f2 in spectrum:
    print(f"  {e:g} {edge*f1:.4f} {edge*f2:.4f}")
print("every check passed")
```

Running it gives:

```
reduced mass = 0.1 m_e, screening = 10.0
gap = 0.1 hartree, position element = 5.0 bohr
exciton radius a = 100.0 bohr
binding R = 5.000e-04 hartree = 13.606 meV
n, level/R (grid), |phi(0)|^2 grid, formula (bohr^-3), area (hartree)
  1 -0.99998 3.1833e-07 3.1831e-07 6.2832e-04
  2 -0.25000 3.9792e-08 3.9789e-08 7.8540e-05
  3 -0.11111 1.1790e-08 1.1789e-08 2.3271e-05
  4 -0.06250 4.9741e-09 4.9736e-09 9.8175e-06
  5 -0.04000 2.5468e-09 2.5465e-09 5.0265e-06
n=1 line area = 17.10 meV
box states tested = 46, largest relative deviation = 1.5e-04
E/R, Sommerfeld factor, Im eps free, Im eps with attraction
  0.01 62.8319 0.0100 0.6283
  0.1 19.8692 0.0316 0.6283
  1 6.2949 0.1000 0.6295
  10 2.3027 0.3162 0.7282
  100 1.3468 1.0000 1.3468
edge density D0 = 3.1831e-04 hartree^-1 bohr^-3
Im eps at edge = 0.6283
edge absorption coefficient = 1.450e-04 bohr^-1 = 2.740e+04 cm^-1
N, window average/D0: below with N, below without N, above
  10 1.10498 0.90498 1.00000
  100 1.01005 0.99005 1.00000
half-width/R, broadened edge value/D0
  0.1 0.9973488
  0.01 0.9997347
  0.001 0.9999735
broadened Im eps, half-width = 0.05 R
E/R, formula, grid resolvent
  -1 8.0169 8.0173
  -0.25 1.1272 1.1272
  -0.05 0.6273 0.6274
  0 0.6275 0.6275
  0.05 0.6275 0.6275
  1 0.6285 0.6285
every check passed
```
